# Nearest-neighbour d levels of an fcc crystal at Γ and X

## The model

Every site of an fcc lattice with cube edge $a$ carries five real, orthonormal d orbitals with on-site energy zero. Spin-orbit coupling and all s and p orbitals are left out. Apart from a common radial function and a common factor, the orbitals have the angular parts (on the unit sphere)

$$
\sqrt3\,xy,\quad \sqrt3\,yz,\quad \sqrt3\,xz,\quad B_z=\tfrac{\sqrt3}{2}(x^2-y^2),\quad A_z=\tfrac12(2z^2-x^2-y^2).
$$

$A_z$ is the orbital usually written $3z^2-r^2$. An electron hops between a site and its 12 nearest neighbours at $\tfrac a2(\pm1,\pm1,0)$, $\tfrac a2(\pm1,0,\pm1)$ and $\tfrac a2(0,\pm1,\pm1)$. The Bloch Hamiltonian is

$$
H_{ab}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,T_{ab}(\mathbf R).
$$

In the two-centre approximation the hopping matrix $T$ has the symmetry of an isolated pair of atoms. Rotations about the bond forbid hopping between different angular momenta $|m|$ about the bond axis. Mirror planes containing the bond make the two real orbitals of each $|m|\neq0$ equivalent and uncoupled. Three numbers remain: $\sigma$ for $m=0$, $\pi$ for $|m|=1$ and $\delta$ for $|m|=2$.

## Part (a): one bond

**Question.** Find the diagonal hoppings of the five orbitals for a bond in the $xy$ plane. Then find those of $B_z$ and $A_z$ for a bond in the $xz$ or $yz$ plane.

**Answer.** Take the bond along $u=(x+y)/\sqrt2$, with transverse coordinates $v=(y-x)/\sqrt2$ and $z$. The orbitals adapted to the bond are

$$
S=\tfrac12(2u^2-v^2-z^2),\quad P_1=\sqrt3\,uv,\quad P_2=\sqrt3\,uz,\quad F_1=\sqrt3\,vz,\quad F_2=\tfrac{\sqrt3}{2}(v^2-z^2).
$$

$S$ hops with $\sigma$, $P_1$ and $P_2$ with $\pi$, and $F_1$ and $F_2$ with $\delta$.

Inverting the coordinates gives $x=(u-v)/\sqrt2$ and $y=(u+v)/\sqrt2$. Hence $xy=(u^2-v^2)/2$ and $x^2-y^2=-2uv$, and the cubic orbitals become

$$
\begin{aligned}
\sqrt3\,xy&=\tfrac{\sqrt3}{2}(u^2-v^2)=\tfrac{\sqrt3}{2}S-\tfrac12F_2,\\
\sqrt3\,xz&=(P_2-F_1)/\sqrt2,\qquad \sqrt3\,yz=(P_2+F_1)/\sqrt2,\\
B_z&=-\sqrt3\,uv=-P_1,\\
A_z&=\tfrac12(2z^2-u^2-v^2)=-\tfrac12S-\tfrac{\sqrt3}{2}F_2.
\end{aligned}
$$

The first line can be checked term by term. The $u^2$ coefficient comes from $S$ alone; the $v^2$ terms add to $-\tfrac{\sqrt3}{4}-\tfrac{\sqrt3}{4}=-\tfrac{\sqrt3}{2}$; the $z^2$ terms cancel. In the last line the $v^2$ coefficient is $\tfrac14-\tfrac34=-\tfrac12$ and the $z^2$ coefficient is $\tfrac14+\tfrac34=1$, as required.

A diagonal hopping is the sum of squared coefficients times the corresponding integrals:

$$
T_{xy}=\frac{3\sigma+\delta}{4},\quad T_{xz}=T_{yz}=\frac{\pi+\delta}{2},\quad T_{B_z}=\pi,\quad T_{A_z}=\frac{\sigma+3\delta}{4}.
$$

The other three bonds in this plane follow by reflecting $x$ or $y$. A reflection changes each orbital by at most a sign, which drops out of a diagonal element.

For a bond in the $xz$ plane the normal is $y$. Relabelling the axes shows that $A_y=\tfrac12(2y^2-z^2-x^2)$ now has hopping $(\sigma+3\delta)/4$, while $B_y=\tfrac{\sqrt3}{2}(z^2-x^2)$ has hopping $\pi$. These two do not couple on this bond, because one contains only $\sigma$ and $\delta$ bond orbitals and the other only a $\pi$ one. The original pair is

$$
B_z=-\tfrac{\sqrt3}{2}A_y-\tfrac12B_y,\qquad A_z=-\tfrac12A_y+\tfrac{\sqrt3}{2}B_y .
$$

The coefficient of $A_y$ is read from the $y^2$ term, since $B_y$ contains no $y^2$; the remainder is then a multiple of $z^2-x^2$. Squaring the coefficients gives

$$
T_{B_z}=\frac34\,\frac{\sigma+3\delta}{4}+\frac{\pi}{4}=\frac{3\sigma+4\pi+9\delta}{16},\qquad
T_{A_z}=\frac14\,\frac{\sigma+3\delta}{4}+\frac{3\pi}{4}=\frac{\sigma+12\pi+3\delta}{16}.
$$

Exchanging $x$ and $y$ turns $xz$-plane bonds into $yz$-plane bonds. It changes only the sign of $B_z$ and leaves $A_z$ alone, so the same values hold there.

## Part (b): the levels at Γ

**Question.** Show that at $\Gamma$ ($\mathbf k=0$) the levels are $3\sigma+4\pi+5\delta$, threefold, and $(3\sigma+12\pi+9\delta)/2$, twofold.

**Answer.** A single bond does mix some orbitals. For the bond along $u$, for example, $xz$ and $yz$ are coupled by $(\pi-\delta)/2$. It must therefore be shown that the sum over bonds is diagonal.

All phases are 1 at $\Gamma$, so the sum is unchanged by each reflection $x\to-x$, $y\to-y$, $z\to-z$. Under these three operations the orbitals have the signs

- $xy$: $(-,-,+)$
- $yz$: $(+,-,-)$
- $xz$: $(-,+,-)$
- $B_z$ and $A_z$: $(+,+,+)$

Orbitals with different signs cannot mix. The remaining pair is separated by the exchange $x\leftrightarrow y$, under which $B_z$ is odd and $A_z$ is even. The diagonal elements are thus the eigenvalues.

The orbital $xy$ has four bonds in its own plane and eight outside it. By relabelling the axes in part (a), each of the eight contributes $(\pi+\delta)/2$:

$$
E_{xy}(\Gamma)=4\,\frac{3\sigma+\delta}{4}+8\,\frac{\pi+\delta}{2}=3\sigma+4\pi+5\delta .
$$

Permuting the cubic axes gives the same energy for $yz$ and $xz$. This is the $t_{2g}$ level. For the other pair, the $e_g$ level,

$$
\begin{aligned}
E_{B_z}(\Gamma)&=4\pi+8\,\frac{3\sigma+4\pi+9\delta}{16}=\frac{3\sigma+12\pi+9\delta}{2},\\
E_{A_z}(\Gamma)&=4\,\frac{\sigma+3\delta}{4}+8\,\frac{\sigma+12\pi+3\delta}{16}=\frac{3\sigma+12\pi+9\delta}{2}.
\end{aligned}
$$

The two calculations use different bond hoppings and agree, as cubic symmetry demands.

## Part (c): the levels at X

**Question.** Derive the five levels at $X=(0,0,2\pi/a)$ and check them in a case where the answer is known without the orbital algebra.

**Answer.** The phase is $e^{2\pi iR_z/a}$. It equals $+1$ for the four bonds in the $xy$ plane, where $R_z=0$, and $e^{\pm i\pi}=-1$ for the other eight, where $R_z=\pm a/2$. A Bloch state at $X$ therefore has the same sign throughout one (001) plane and the opposite sign in the adjacent planes.

These phases are unchanged by the three reflections and by $x\leftrightarrow y$, so the argument of part (b) again makes $H$ diagonal. The exchange $x\leftrightarrow y$ also maps $xz$ onto $yz$, so these two are degenerate. Weighting the bond hoppings with their phases gives

$$
\begin{aligned}
E_{xy}(X)&=(3\sigma+\delta)-(4\pi+4\delta)=3\sigma-4\pi-3\delta,\\
E_{xz}(X)=E_{yz}(X)&=(2\pi+2\delta)-(3\sigma+\delta)-(2\pi+2\delta)=-3\sigma-\delta,\\
E_{B_z}(X)&=4\pi-\frac{3\sigma+4\pi+9\delta}{2}=\frac{-3\sigma+4\pi-9\delta}{2},\\
E_{A_z}(X)&=(\sigma+3\delta)-\frac{\sigma+12\pi+3\delta}{2}=\frac{\sigma-12\pi+3\delta}{2}.
\end{aligned}
$$

In the second line, written for $xz$, the three brackets come from the $xy$, $xz$ and $yz$ planes in that order. The $\pi$ terms cancel between the first and the third. There are five states but, for general parameters, four distinct energies.

For a check, set $\sigma=\pi=\delta=t$. Each bond matrix is then $t$ times the unit matrix, and every orbital hops like an s orbital. All levels must equal $12t$ at $\Gamma$ and $(4-8)t=-4t$ at $X$. The formulas give $3+4+5=12$ and $(3+12+9)/2=12$ at $\Gamma$. At $X$ they give $3-4-3$, $-3-1$, $(-3+4-9)/2$ and $(1-12+3)/2$, all equal to $-4$.

The opposite limit, $\pi=\delta=0$ with $\sigma<0$, shows what the $\sigma$ bonds do. The $xy$ state at $X$ lies at $-3|\sigma|$: its lobes point at neighbours in the same plane, where the Bloch state has equal signs, so these bonds are bonding. The $xz$ and $yz$ states lie at $+3|\sigma|$, because their lobes point at neighbours in adjacent planes, where the sign is reversed. In this limit $A_z$ lies at only $-|\sigma|/2$. An $A_z$ level at $X$ much deeper than this, on the scale of $|\sigma|$, must come from the other two integrals, of which $\pi$ has the larger coefficient, $-6$ against $\tfrac32$ for $\delta$.

## Part (d): canonical ratios

**Question.** Outside its own site, let a d orbital have the tail of a zero-energy free solution, proportional to $Y_2/r^3$. Let the potential on the neighbour be an attractive spherical well confined to a radius of at most half the bond length $R$, so that it does not reach into the well of the first atom. Derive $\sigma:\pi:\delta$, and evaluate all levels for $\delta=-2$ millihartree.

**Answer.** Let $w$ be the coordinate along the bond and $p,q$ the transverse ones, all measured from the neighbour. The tail centred on the first atom is $Q/r^5$, where $Q$ is a quadratic harmonic polynomial evaluated at $(p,q,R+w)$. Near the neighbour the tail solves Laplace's equation, so its Taylor terms of degree $l$ carry angular momentum $l$. The hopping is taken as the matrix element of the neighbour's well between the neighbour's d orbital and this tail. Because the well is spherical, only the terms of degree two contribute.

For $\delta$, $Q=\sqrt3\,pq$ is already quadratic, so $r^{-5}$ can be replaced by $R^{-5}$. The result is $1\times\sqrt3\,pq/R^5$.

For $\pi$, $Q=\sqrt3\,p(R+w)$, and $r^{-5}=R^{-5}(1-5w/R+\dots)$. The quadratic terms are

$$
\frac{\sqrt3}{R^5}\,(pw-5pw)=-4\,\frac{\sqrt3\,pw}{R^5}.
$$

For $\sigma$, $Q=(R+w)^2-\tfrac12(p^2+q^2)$. On the axis $p=q=0$ the tail is

$$
(R+w)^{-3}=R^{-3}\left(1-\frac{3w}{R}+\frac{6w^2}{R^2}-\dots\right).
$$

The full quadratic part is harmonic and axially symmetric, so it is a multiple of $w^2-\tfrac12(p^2+q^2)$. The axis fixes this multiple as $6/R^5$.

The three coefficients are thus $6,-4,1$. Each multiplies the same radial integral over the well. This integral is negative for an attractive well if the radial function keeps the sign of its tail there. With a strength $D>0$,

$$
\sigma=-6D,\qquad \pi=4D,\qquad \delta=-D,\qquad D\propto R^{-5}.
$$

One consequence holds at every $\mathbf k$. The trace of each bond matrix is $\sigma+2\pi+2\delta=(-6+8-2)D=0$, so in the orthonormal model the five levels average to the on-site energy. Only the three hopping integrals are taken from the tail picture. Orbitals with such tails are not in fact orthogonal, and the neighbours' wells also shift the on-site energies. For a square well of radius $0.3R$ with a zero-energy d state, the overlaps between neighbours reach about 0.05, and each bond shifts the on-site $\sigma$ element by about $-2.4D$. Both effects are left out here, and they would move the levels and their average.

With $D=2$ millihartree, a round model value, the integrals are $\sigma=-12$, $\pi=8$ and $\delta=-2$ millihartree. At $\Gamma$,

$$
\begin{aligned}
E_{t_{2g}}&=(-18+16-5)D=-7D=-14\ \text{millihartree},\\
E_{e_g}&=\tfrac12(-18+48-9)D=10.5D=21\ \text{millihartree}.
\end{aligned}
$$

At $X$,

$$
\begin{aligned}
E_{xy}&=(-18-16+3)D=-31D=-62\ \text{millihartree},\\
E_{A_z}&=\tfrac12(-6-48-3)D=-28.5D=-57\ \text{millihartree},\\
E_{xz}=E_{yz}&=(18+1)D=19D=38\ \text{millihartree},\\
E_{B_z}&=\tfrac12(18+16+9)D=21.5D=43\ \text{millihartree}.
\end{aligned}
$$

The averages vanish as they should: $3(-14)+2(21)=0$ and $-62-57+2(38)+43=0$.

The $X$ levels form a low pair and a high group of three states. They spread over $43-(-62)=105$ millihartree, or 2.86 eV, while the two $\Gamma$ levels are only 35 millihartree apart. On a mesh of 4096 wave vectors covering the Brillouin zone, the lowest and highest energies are also $-62$ and 43 millihartree. On that mesh the $X$ levels thus mark the band edges; a finite mesh does not prove this for all $\mathbf k$.

## Part (e): is the order of the levels reliable?

**Question.** Within each close group at $X$ the levels differ by only $2.5D$. Add the six second neighbours at distance $a$, with integrals $\sigma',\pi',\delta'$ equal to $s$ times the first-shell ones. Find the value of $s$ at which the order changes, and compare it with the canonical value.

**Answer.** The second neighbours lie at $\pm a$ along the cubic axes. At $X$ their phases are 1 or $e^{\pm2\pi i}=1$, so they shift the levels at $\Gamma$ and $X$ by the same amounts. The reflection argument still applies.

The orbital $xy$ is a $\pi$ orbital for the four bonds along $x$ and $y$, and a $\delta$ orbital for the two along $z$. Its shift is $4\pi'+2\delta'$, and $yz$ and $xz$ shift equally.

The orbital $A_z$ is a pure $\sigma$ orbital for the two bonds along $z$. For a bond along $x$ its component on the $\sigma$ orbital $A_x=\tfrac12(2x^2-y^2-z^2)$ is $-\tfrac12$, read from the $x^2$ term. The remainder is proportional to $y^2-z^2$, a $\delta$ orbital, with weight $\tfrac34$. The same weights hold along $y$, so the shift is

$$
2\sigma'+4\,\frac{\sigma'+3\delta'}{4}=3\sigma'+3\delta'.
$$

For $B_z$ the weights are $\tfrac34$ and $\tfrac14$ along $x$ and $y$, and it is a pure $\delta$ orbital along $z$. This gives $4(3\sigma'+\delta')/4+2\delta'=3\sigma'+3\delta'$ again.

With canonical ratios the two shifts are $(16-2)sD=14sD$ and $(-18-3)sD=-21sD$. Both close gaps at $X$ then depend on $s$ in the same way:

$$
\begin{aligned}
E_{A_z}-E_{xy}&=(-28.5-21s)D-(-31+14s)D=(2.5-35s)D,\\
E_{B_z}-E_{xz}&=(21.5-21s)D-(19+14s)D=(2.5-35s)D.
\end{aligned}
$$

They vanish together at $s=2.5/35=1/14\approx0.071$. The second shell is farther away by a factor $a/(a/\sqrt2)=\sqrt2$, so the $R^{-5}$ law gives $s=2^{-5/2}\approx0.177$. This exceeds the crossing value, and the order is reversed in both groups. In millihartree the $X$ levels become

- $A_z$: $-64.4$
- $xy$: $-57.1$
- $B_z$: $35.6$
- $xz$ and $yz$: $42.9$ (42.9497 before rounding)

The large separation between the low pair and the high group survives, and at $\Gamma$ the $t_{2g}$ level stays below the $e_g$ level, at $-9.1$ against 13.6 millihartree. The order inside each close group at $X$ is not a reliable prediction of the nearest-neighbour model. Since more distant shells are still missing, the new numbers are not converged canonical bands either.

Leaving out the s orbital also matters unequally. At $X$ an s orbital has the same signs as $A_z$ under all the symmetries used above, so the two may mix and $E_{A_z}$ may move. The other four d states have a different sign under at least one of these operations and cannot mix with s. At $\Gamma$ the full cubic symmetry, which makes $A_z$ and $B_z$ partners, also forbids mixing of s with $A_z$.

The numerical output below lists, for both wave vectors, the first-shell coefficients and the energies with and without the second shell.

## Table of computed values

```
canonical sigma, pi, delta / strength: [-6.0, 4.0, -1.0]
strength D (millihartree): 2.0
sigma, pi, delta (millihartree): [-12.0, 8.0, -2.0]
Gamma | coefficients of sigma, pi, delta | E/D | E (millihartree)
  xy      [3.0, 4.0, 5.0] -7.0 -14.0
  yz      [3.0, 4.0, 5.0] -7.0 -14.0
  xz      [3.0, 4.0, 5.0] -7.0 -14.0
  x2-y2   [1.5, 6.0, 4.5] 10.5 21.0
  3z2-r2  [1.5, 6.0, 4.5] 10.5 21.0
X | coefficients of sigma, pi, delta | E/D | E (millihartree)
  xy      [3.0, -4.0, -3.0] -31.0 -62.0
  yz      [-3.0, 0.0, -1.0] 19.0 38.0
  xz      [-3.0, 0.0, -1.0] 19.0 38.0
  x2-y2   [-1.5, 2.0, -4.5] 21.5 43.0
  3z2-r2  [0.5, -6.0, 1.5] -28.5 -57.0
spread of X levels (millihartree): 105.0
spread of X levels (eV): 2.857
Gamma e_g minus t2g (millihartree): 35.0
k points in mesh: 4096
lowest level on mesh (millihartree): -62.0
highest level on mesh (millihartree): 43.0
second-shell factor from R^-5: 0.17678
second-shell factor at crossing: 0.07143
Gamma with second shell (millihartree):
  xy      -9.05
  yz      -9.05
  xz      -9.05
  x2-y2   13.575
  3z2-r2  13.575
X with second shell (millihartree):
  xy      -57.05
  yz      42.95
  xz      42.95
  x2-y2   35.575
  3z2-r2  -64.425
```
